Estimating the Crossover Temperature from Thermal Hopping to Tunnelling

An off-centre ion in a crystal hops between neighbouring sites, and its hopping rate sets the frequency of a dielectric loss peak. Suppose that the rate at low temperature is predicted from the classical law, an attempt frequency times exp(−V_b/kT). For the germanium example below, this law gives about 6 × 10² hops per second at 12.2 K and puts the loss peak near 200 Hz. A quantum estimate for the same barrier gives about 7 × 10⁴ hops per second and a peak near 20 kHz. The classical law gives no warning of this failure. The warning comes from a temperature that depends on the curvature of the barrier top:

T₀ = ħω_b/(2πk).

Here k is Boltzmann's constant and ω_b is the angular barrier frequency, defined for a particle of mass m by

V''(q_b) = −mω_b²,

where q_b is the position of the top. It is not the vibration frequency in the well. For ω_b = 10¹³ rad/s the result is about 12 K.

**The estimate on the back of an envelope**

A particle can cross at an energy E that lies d = V_b − E below the top. It needs less thermal energy, so its Boltzmann factor is larger by exp(d/kT). It must tunnel, however, and the tunnelling probability is roughly exp(−S/ħ), with

S(E) = 2∫ √(2m(V − E)) dq

taken between the turning points. Near the top V = V_b − mω_b²q²/2, with q measured from the top. The integrand is then √(2md − m²ω_b²q²). Plotted against q it is half an ellipse, with height √(2md) and half width √(2d/(mω_b²)). The area of half an ellipse is π/2 times the product of these lengths, so

S = 2 · (π/2) · √(2md) · √(2d/(mω_b²)) = 2πd/ω_b.

Gain and cost are both exponential in d:

exp(d/kT) · exp(−2πd/(ħω_b)).

If 1/kT is smaller than 2π/(ħω_b), going deeper does not pay and the particle crosses near the top. If it is larger, going deeper pays. The balance is at kT₀ = ħω_b/(2π).

For ω_b = 10¹³ rad/s the barrier quantum is ħω_b = 6.582 meV. Division by 2π gives kT₀ = 1.048 meV, and with k = 0.0862 meV/K

T₀ = 1.048/0.0862 K = 12.16 K.

The height of the barrier has dropped out. It decides how fast the hopping is, but not, in this estimate, where its character changes.

**The rate as a thermal flux**

The controlled version assumes one coordinate, a barrier several ħω_b high, thermal equilibrium in the well, and incoherent hops: after each crossing the surroundings destroy the phase relation between the two sites. Damping is neglected at first.

Classically, the rate is the equilibrium flux through the top towards the other side, divided by the partition function Z of the well:

rate = (1/Z) ∫₀^∞ (dp/2πħ) (p/m) exp[−(V_b + p²/2m)/kT].

Since p dp/m = dE, this is an integral over energies above V_b. In quantum mechanics the flux arriving in the interval dE is still dE/(2πħ) times the Boltzmann factor, but a fraction P(E) crosses, at energies below the top as well:

rate = [1/(2πħZ)] ∫ P(E) exp(−E/kT) dE.

If P is a step at V_b, the integral is kT exp(−V_b/kT). With the classical Z = kT/(ħω₀) of a well of frequency ω₀, this returns the classical law

rate = (ω₀/2π) exp(−V_b/kT).

Treating E as continuous is an approximation, because a well has discrete levels. Its size is given with the example.

**Transmission of a parabolic top**

Let y = q√(mω_b/ħ) and ε = (E − V_b)/(ħω_b). The Schrödinger equation for the parabolic barrier becomes

ψ'' + (y² + 2ε)ψ = 0.

Far from the top the local wave number is √(y² + 2ε) ≈ |y| + ε/|y|. Its integral gives the phase y²/2 + ε ln|y|, and flux conservation gives the amplitude |y|^(−1/2). For a wave arriving from the left,

right: ψ = B y^(iε−1/2) exp(iy²/2),

left: ψ = |y|^(−iε−1/2) exp(−iy²/2) + A |y|^(iε−1/2) exp(iy²/2).

The first term on the left is the incident wave: for negative y the phase −y²/2 increases to the right. The second is the reflected wave.

The link between A and B follows by continuing the right-hand form along a large half circle y = |y|exp(iφ), with φ going from 0 to π. On it exp(iy²/2) has magnitude exp(−½|y|² sin 2φ). It is the small exponential for φ < π/2 and the large one for π/2 < φ < π. A solution that is purely the small exponential in one sector keeps its form through the next sector, where that exponential is large. The other exponential can appear there, but it is too small to alter the large one's coefficient. At φ = π the two are comparable, and the continued term is the reflected wave:

A = B exp[iπ(iε − ½)] = −iB exp(−πε).

Flux conservation, |A|² + |B|² = 1, then gives

P = |B|² = 1/[1 + exp(−2πε)] = 1/{1 + exp[2π(V_b − E)/(ħω_b)]}.

Far below the top this is exp(−2πd/(ħω_b)), the envelope's tunnelling factor with prefactor one. At the top P = ½. Numerical integration of the wave equation at ε = −0.5, 0 and 0.4 agrees with the formula within 0.2 % of its value.

**The thermal average and its divergence**

Write r = T₀/T, so that ħω_b/kT = 2πr. The ratio of the quantum flux to the classical flux over the top is

κ = (1/kT) ∫ P exp[−(E − V_b)/kT] dE = 2πr ∫ exp(−2πrε)/[1 + exp(−2πε)] dε,

with ε running from −∞ to ∞. Substituting u = exp(−2πε), so that dε = −du/(2πu), gives

κ = r I, I = ∫₀^∞ u^(r−1)/(1 + u) du.

To find I, take a closed contour that runs out just above the positive real axis, round a large circle, and back just below the axis. For 0 < r < 1 the large circle and the small one round the origin contribute nothing. Below the axis u^(r−1) carries the extra factor exp(2πir). The pole at u = exp(iπ) has residue exp[iπ(r − 1)] = −exp(iπr). Hence

[1 − exp(2πir)] I = −2πi exp(iπr).

Dividing both sides by −exp(iπr) turns the bracket into exp(iπr) − exp(−iπr) = 2i sin πr, so I = π/sin πr and

κ = (πT₀/T)/sin(πT₀/T), T > T₀.

At high temperature x/sin x ≈ 1 + x²/6 with x = πT₀/T = ħω_b/(2kT), so the quantum correction to the flux begins as (ħω_b/kT)²/24. For T₀ = 12.16 K the full formula gives a flux excess of 4.2 % at 77 K and 0.3 % at 300 K. The partition function of the well adds a correction of similar size or larger to the rate, which these figures do not include.

As T falls to T₀, κ diverges. The integrand shows why: for large negative ε it behaves as exp[2π(r − 1)|ε|], which stops decaying at r = 1. This is the envelope's balance in exact form for the parabola. The infinite rate is not physical. It arises because an inverted parabola has no bottom, so that ever lower energies are available.

**A barrier with a bottom**

Take the symmetric double well

V = V_b(1 − x²)², x = q/a,

with minima at q = ±a. Near the top V ≈ V_b(1 − 2x²), so V'' = −4V_b/a² and

ω_b² = 4V_b/(ma²), V_b = mω_b²a²/4.

At energies well below the top the flux integrand is about exp[−E/kT − S(E)/ħ]. It is stationary where −dS/dE = ħ/kT. Differentiating S gives

−dS/dE = 2∫ m dq/√(2m(V − E)) = τ(E).

The moving end points contribute nothing, since the integrand of S vanishes there. In the upside-down potential −V a particle of energy −E has the speed √(2(V − E)/m), so τ is the period of its oscillation. The favoured energy obeys

τ(E) = ħ/(kT).

For the double well let ±x_t be the turning points. Then

V − E = V_b[(1 − x²)² − (1 − x_t²)²] = V_b(x_t² − x²)(2 − x² − x_t²).

With x = x_t sin θ the first bracket is x_t² cos²θ, which cancels against dx = x_t cos θ dθ:

τ = 4a√(m/2V_b) ∫₀^(π/2) dθ/√(2 − x_t²(1 + sin²θ)).

Three facts can be read off. At the top, x_t → 0, the integral is π/(2√2) and τ = πa√(m/V_b) = 2π/ω_b. As E falls, x_t grows and the integrand grows at every θ, so τ lengthens. At the bottom, x_t = 1, the integrand is 1/cos θ and τ is infinite. The equation τ = ħ/kT therefore has no solution for T > T₀ and one solution for each T < T₀. That solution starts at the top and moves down continuously. It is a maximum of this approximate integrand, because the second derivative of the exponent is dτ/dE divided by ħ, which is negative.

**When the formula fails: a flat top**

Now compare exponents over the whole barrier. An energy E beats the top when E/kT + S(E)/ħ < V_b/kT. This first happens, on cooling, at

T* = max over E of ħ(V_b − E)/(k S(E)).

For the quartic double well S(E) is the integral of τ from E to V_b, and τ is nowhere shorter than 2π/ω_b. So S ≥ 2π(V_b − E)/ω_b and T* = T₀, approached at the top.

A flatter top behaves differently. Take V = V_b(1 − x²)²(1 + x²) = V_b(1 − x² − x⁴ + x⁶). The term −x⁴ makes the barrier fall away faster than its own parabola, so the period at first shortens with depth. The numerical maximum lies at T* = 1.107 T₀, where T₀ is computed from this barrier's own curvature. On cooling, the favoured energy jumps from the top to a much lower value instead of sliding down. The curvature formula then underestimates the onset, here by about a tenth.

**Weak damping**

Phonons also exert friction. The simplest model gives it a constant damping rate γ. Acoustic phonons in a bulk crystal damp slow motion less than this, so γ can stand for their effect only on the time scale of the motion at the barrier top. Near the top let the particle obey q̈ + γq̇ = ω_b²q. A growing motion exp(μt) requires μ² + γμ = ω_b², so

μ = √(ω_b² + γ²/4) − γ/2.

To see that μ replaces ω_b in T₀, represent the surroundings by oscillators of frequency ω_j coupled linearly to q with strength c_j, in mass-weighted coordinates. In a motion exp(μt) oscillator j follows as c_j q/(ω_j² + μ²). If the coupling is arranged so that it leaves the static barrier unchanged, the particle's equation becomes

μ² = ω_b² − μ² Σ c_j²/[ω_j²(ω_j² + μ²)].

For a bath that produces ohmic friction, Σ c_j²/ω_j² becomes (2γ/π)∫₀^∞ dω. Since ∫₀^∞ dω/(ω² + μ²) = π/(2μ), the last term is −γμ, as required. The total potential near the top is quadratic and separates into normal modes, one of them unstable with frequency μ. The parabolic result applies to that mode, and its flux diverges at

T₀ = ħμ/(2πk).

Friction lowers the crossover. For γ much larger than ω_b, μ ≈ ω_b²/γ, and T₀ falls as 1/γ.

**A germanium ion in a soft host**

Consider an off-centre germanium ion in a soft telluride such as lead telluride. The mass is 72.63 u. The other values are round and rough, chosen for that regime: ω_b = 10¹³ rad/s and half a hop distance a = 0.035 nm. With m = 1.206 × 10⁻²⁵ kg,

V_b = (1.206 × 10⁻²⁵)(10²⁶)(1.225 × 10⁻²¹)/4 J = 3.69 × 10⁻²¹ J = 23.05 meV.

The barrier is 3.50 ħω_b high, and V_b/kT₀ = 22.0. At the minima V'' = 8V_b/a² = 2mω_b², so the well frequency is ω₀ = √2 ω_b. The classical rate at T₀ is

(√2 × 10¹³/2π) exp(−22.01) ≈ 6.2 × 10² per second.

To find the quantum flux without a semiclassical approximation for P, the wave equation was solved for this barrier between −a and a, with flat leads at zero energy in place of the wells. Compared with the parabolic formula:

36.5 K: flux/classical 1.22, parabola 1.21
24.3 K: flux/classical 1.57, parabola 1.57
18.2 K: flux/classical 2.35, parabola 2.42
12.2 K: flux/classical 12.3, parabola infinite

At T₀ the divergence has become a factor of 12. The cutoff comes mainly from the shape of the barrier, not from its bottom. Below the top the barrier is wider than its parabola: for small x_t the period is τ ≈ (2π/ω_b)(1 + 3d/(16V_b)), so S ≈ (2πd/ω_b)(1 + 3d/(32V_b)). At T₀ the term in d² makes the integrand fall off as a Gaussian, and this action gives about 13.6 even with no lower limit on the energy. The parabolic formula merely cut off at the depth V_b would give 22.

The well adds a second factor. Its lowest level lies 4.53 meV above the bottom, and at T₀ nearly all the population is there, so Z ≈ exp(−4.53/1.048) = 0.0133. The classical value is kT₀/(ħω₀) = 1.048/(1.414 × 6.582) = 0.113. The rate contains 1/Z, so it gains a further factor of about 8.5: the particle starts from its zero-point energy, not from the bottom. Together these factors bring the rate to 6.5 × 10⁴ per second, about a hundred times the classical value. The failure does not begin at T₀: at 24.3 K, twice T₀, the same calculation already gives three times the classical rate.

With equal rates in both directions, the difference between the two site populations decays at twice the hopping rate. The loss peak lies where the angular frequency equals this decay rate, so its frequency is the hopping rate divided by π: about 200 Hz classically and 20 kHz with the quantum estimate.

**How sharp is the crossover?**

The mean energy of the crossing particles shows the change directly. For the parabola, ∫ exp(−2πrε)P dε = κ/(2πr) = 1/(2 sin πr). Minus its logarithmic derivative with respect to 2πr is the mean of ε, namely ½ cot(πT₀/T). It is zero at T = 2T₀: already there, the average crossing takes place at the height of the top, whereas classically it lies kT above. The computed means for the open barrier are

24.3 K: 1.00 V_b
18.2 K: 0.93 V_b
12.2 K: 0.68 V_b
9.1 K: 0.27 V_b
6.1 K: 0.09 V_b

At T₀ the mean is already well below the top, although the most favourable energy in the exponent is only then about to leave it. The integrand is broad, and lower energies contribute with little penalty. T₀ thus lies within a gradual change, which for this open barrier runs from about 18 K down to 6 K; it is not a transition at a point.

The last value, about 2 meV, is lower than the lowest level of the real well, 4.53 meV. It is available because of the flat leads. In the closed well the decline must end at the lowest level, so the mean energies listed for temperatures below T₀ show the trend and are not values for the real defect.

A cruder estimate sets the full thermal exponent V_b/kT equal to the full tunnelling exponent S(0)/ħ. For the quartic well

S(0) = 2a√(2mV_b) ∫₋₁¹ (1 − x²) dx = (8/3)a√(2mV_b) = (16√2/3)V_b/ω_b,

where the last step uses a = (2/ω_b)√(V_b/m). Hence

kT = 3ħω_b/(16√2) = [3π/(8√2)] kT₀ = 0.833 kT₀,

or 10.1 K. The height cancels again, but the factor 0.833 belongs to this shape. This estimate asks when crossing at the bottom becomes as good as crossing at the top; T₀ marks when the top first loses its advantage.

**What the model leaves out**

In a real crystal the neighbours move with the ion. If they raise the effective mass by a factor of 1.5 while V_b and a are held fixed, ω_b falls by √1.5 and T₀ becomes 9.9 K. Friction with γ = 2 × 10¹² s⁻¹, one fifth of ω_b, gives μ = 0.905 ω_b and T₀ = 11.0 K. Both corrections lower the estimate, and together they bring it to about 9 K, so "about 12 K" should be read as roughly 9 to 12 K for these assumptions. The rate is more sensitive than T₀. At 12.2 K the heavier mass alone lowers the quantum estimate to about 1 × 10⁴ per second and the loss peak to about 3 kHz, which is still some twenty times the classical value for that mass.

A field of 0.1 MV/cm acting on a nominal charge of 2e shifts the two sites apart in energy by 2e × 10⁷ V/m × 0.07 nm = 1.4 meV. It changes T₀ by less than 0.01 %, because the top moves by less than a hundredth of a. But 1.4 meV exceeds kT₀, so in the model the site populations become clearly unequal and the dielectric response is no longer linear. Lead telluride itself could not sustain this field: its gap is only about 0.2 eV, and tunnelling of electrons across the gap would flood it with carriers. The figure shows how sensitive the model is to a field; a loss measurement needs a much weaker one.

The well has three pairs of levels below the top. Replacing the energy integral at T₀ by a sum over the computed levels, each weighted by its spacing, changes the flux by 3 %, and taking the distance to the next pair above or below as the spacing changes it by up to about 10 %. This indicates the error of treating the energy as continuous for this barrier at T₀; it does not prove that the hops are incoherent. Coherent motion in the lowest pair of levels would need the wells to be aligned within about the ground splitting, roughly 0.2 µeV here. Internal strains or fields that shift the sites by even a small part of 1 meV spoil this alignment. Hops between the lowest levels then need phonons to balance the energy, and their rate at the lowest temperatures is not given by this model. The third pair, which carries about half of the flux at T₀, is split by about 0.5 meV. Such small shifts do not make its motion incoherent; there the model relies on the assumption that the surroundings destroy the phase relation quickly. The other half of the flux at T₀ passes through the two lower pairs; the second is split by only about 0.02 meV, so the same shifts detune both, and in a strained crystal the rate quoted at T₀ also depends on how phonons balance the energy.

Lead telluride is also a narrow-gap semiconductor. At its usual carrier densities, conduction hides a loss peak in the kilohertz range and the carriers screen the field. The peak frequencies above therefore describe the model defect in an insulating host, not a measurement to be expected in lead telluride. At 300 K, kT is about 26 meV and exceeds the barrier, so the ion no longer hops between well-defined sites. The small quantum correction quoted for that temperature then describes the flux formula, not a useful hopping rate. Motion in three dimensions is left out as well; it offers several paths between sites, and the relevant ω_b is that of the unstable direction at the saddle of the path taken. Most of the values behind these figures are in the numerical output.

Values computed for the example and the checks

```
barrier frequency omega_b = 1.0e+13 rad/s
barrier quantum hbar*omega_b = 6.582 meV
crossover temperature T0 = 12.16 K
thermal energy k*T0 = 1.048 meV
Ge mass = 72.63 u
half hop distance a = 0.035 nm
barrier height V_b = 23.05 meV
V_b/(hbar*omega_b) = 3.50
V_b/(k*T0) = 22.01
S(0)/hbar = 26.42
onset T*/T0, quartic double well = 0.9999
onset T*/T0, flat-topped barrier = 1.107
equal-exponent temperature / T0 = 0.833
equal-exponent temperature = 10.13 K
open barrier, wave equation:
 T = 36.47 K: flux/classical = 1.22
 T = 24.31 K: flux/classical = 1.57
 T = 18.23 K: flux/classical = 2.35
 T = 12.16 K: flux/classical = 12.32
 parabolic formula at 36.47 K = 1.21
 parabolic formula at 24.31 K = 1.57
 parabolic formula at 18.23 K = 2.42
 T = 24.31 K: mean crossing energy/V_b = 1.004
 T = 18.23 K: mean crossing energy/V_b = 0.933
 T = 12.16 K: mean crossing energy/V_b = 0.683
 T = 9.12 K: mean crossing energy/V_b = 0.267
 T = 6.08 K: mean crossing energy/V_b = 0.085
classical hopping rate at T0 = 6.24e+02 1/s
quantum flux estimate of rate at T0 = 6.52e+04 1/s
neglected effects:
 damping rate gamma = 2.0e+12 1/s
 T0 with damping = 11.00 K
 T0 with mass x 1.5 = 9.93 K
 field = 0.10 MV/cm
 site energy difference in field = 1.40 meV
 change of T0 by field = -0.0086 %
 lowest level above well bottom = 4.53 meV
 level pairs below barrier top = 3
 level sum / energy integral at T0 = 1.03
 ground tunnelling splitting = 158.08 neV
 quantum flux excess at 77 K = 4.22 %
 quantum flux excess at 300 K = 0.27 %
```
